# Re-expanding an outgoing spherical wave about a neighbouring site: a numerical check

```python
"""
Result under test: an outgoing wave centred at R, re-expanded about the origin,
  H_L(r-R) = sum_L' J_L'(r) a_L'L ,   valid for r < R only,
  a_L'L = 4 pi sum_L'' i^(l'+l''-l) C H_L''(-R),  C = int Y_L Y*_L' Y*_L''.
For L = 0: h_0(k|r-R|) = sum_l (2l+1) j_l(kr) h_l(kR) P_l(cos gamma).
J_L = j_l Y_L (regular), H_L = h_l Y_L with h_l = j_l + i y_l (outgoing),
k = wave number (1/bohr), R = site distance (bohr), gamma = angle(r, R).
For r > R the series diverges; exchanging j and h gives the valid series.
"""
import numpy as np
import mpmath as mp
from scipy.special import spherical_jn, spherical_yn, lpmv, gammaln

# ---------- s wave, high-precision arithmetic ----------
mp.mp.dps = 80
NMAX = 400
k = mp.mpf(1)
R = mp.mpf(5)
half = mp.mpf(1) / 2


def bessel_j(x, nmax):
    pre = mp.sqrt(mp.pi / (2 * x))
    return [pre * mp.besselj(l + half, x) for l in range(nmax + 1)]


def bessel_y(x, nmax):
    y = [-mp.cos(x) / x, -mp.cos(x) / x**2 - mp.sin(x) / x]
    for l in range(1, nmax):
        y.append((2 * l + 1) / x * y[l] - y[l - 1])
    return y


def hankel(x, nmax):
    return [mp.mpc(a, b) for a, b in zip(bessel_j(x, nmax), bessel_y(x, nmax))]


def legendre(c, nmax):
    p = [mp.mpf(1), c]
    for l in range(1, nmax):
        p.append(((2 * l + 1) * c * p[l] - l * p[l - 1]) / (l + 1))
    return p


def partial_sums(f, g, c):
    total, out = mp.mpc(0), []
    for l, p in enumerate(legendre(c, len(f) - 1)):
        total += (2 * l + 1) * f[l] * g[l] * p
        out.append(total)
    return out


def direct_wave(r, c):
    d = mp.sqrt(r * r + R * R - 2 * r * R * c)
    return mp.exp(1j * k * d) / (1j * k * d)


def rel_errors(sums, exact):
    return [abs(s - exact) / abs(exact) for s in sums]


ratios = [mp.mpf(n) / 10 for n in (5, 9, 10, 11, 15)]
cutoffs = (5, 10, 20, 40, 80)
hR = hankel(k * R, NMAX)
jR = [h.real for h in hR]
print(f"wave number k = {float(k):.1f} 1/bohr, energy = {float(k*k/2):.2f} hartree")
print(f"site distance R = {float(R):.1f} bohr, kR = {float(k*R):.1f}, gamma = "
      f"{float(mp.degrees(mp.acos(half))):.1f} deg")
print("relative error of the s-wave series, cutoffs N =", *cutoffs)
errors, jr_all = {}, {}
for x in ratios:
    jr = bessel_j(k * x * R, NMAX)
    exact = direct_wave(x * R, half)
    err = rel_errors(partial_sums(jr, hR, half), exact)
    errors[x], jr_all[x] = err, jr
    print(f"r/R = {float(x):.1f}:", *[f"{float(err[n]):.2e}" for n in cutoffs])
for x in ratios:
    w = direct_wave(x * R, half)
    print(f"direct wave h_0 at r/R = {float(x):.1f}: "
          f"{float(w.real):+.6f} {float(w.imag):+.6f} i")

x05, x09, x10, x11, x15 = ratios
assert errors[x05][NMAX] < 1e-60 and errors[x09][NMAX] < 1e-15
assert errors[x11][NMAX] > 1e10 and errors[x15][NMAX] > 1e50

# error factor per added order, from maxima over one period of P_l at 60 deg
for x in (x05, x09, x11, x15):
    e = errors[x]
    factor = (max(e[180:186]) / max(e[120:126])) ** (mp.mpf(1) / 60)
    assert abs(factor / x - 1) < 0.01
    print(f"r/R = {float(x):.1f}: error factor per order = {float(factor):.4f}")

for x in (x05, x09):
    need = max(n for n in range(NMAX + 1) if errors[x][n] > 1e-6) + 1
    print(f"r/R = {float(x):.1f}: cutoff N for relative error 1e-6 = {need}")
for x in (x11, x15):
    best = min(range(NMAX + 1), key=lambda n: errors[x][n])
    print(f"r/R = {float(x):.1f}: smallest error ever reached = "
          f"{float(errors[x][best]):.2e} at N = {best}")

# large-order form of the radial product, with its first correction
for x in ratios:
    product = (2 * NMAX + 1) * jr_all[x][NMAX] * hR[NMAX]
    scaled = product / (-1j * x**NMAX / (k * R))
    predicted = 1 + k**2 * R**2 * (1 - x**2) / (4 * NMAX)
    assert abs(scaled - predicted) < 1e-3
    if x in (x05, x15):
        print(f"r/R = {float(x):.1f}, l = {NMAX}: term / leading form = "
              f"{float(scaled.real):.5f}, predicted {float(predicted):.5f}")

# on the sphere r = R: slow convergence at 60 deg, none at 180 deg
envelope = max(errors[x10][96:102]) / max(errors[x10][384:390])
assert abs(envelope - 2) < 0.05
print(f"r = R, 60 deg: error ratio, N near 96 over N near 384 = "
      f"{float(envelope):.3f}")
back = partial_sums(jr_all[x10], hR, mp.mpf(-1))
last_step = abs(back[NMAX] - back[NMAX - 1])
assert abs(last_step * k * R - 1) < 0.01
print(f"r = R, 180 deg: size of term l = {NMAX}: {float(last_step):.5f}, "
      f"1/(kR) = {float(1/(k*R)):.5f}")

# beyond R the series diverges also where the wave itself is smooth
for deg, c in ((0, mp.mpf(1)), (90, mp.mpf(0)), (180, mp.mpf(-1))):
    e = rel_errors(partial_sums(jr_all[x11], hR, c), direct_wave(x11 * R, c))
    assert max(e[390:396]) > 1e10
    print(f"r/R = 1.1, {deg} deg: relative error at N = 80: {float(e[80]):.2e}")

# the divergence is not rounding: same partial sum with fewer digits
sum_80digits = partial_sums(jr_all[x11][:81], hR[:81], half)[80]
mp.mp.dps = 30
sum_30digits = partial_sums(bessel_j(k * x11 * R, 80), hankel(k * R, 80), half)[80]
mp.mp.dps = 80
digit_shift = abs(sum_30digits / sum_80digits - 1)
assert digit_shift < 1e-20
print(f"r/R = 1.1, N = 80: relative change of sum, 30 against 80 digits = "
      f"{float(digit_shift):.1e}")

print("exchanged series h_l(kr) j_l(kR), relative error, same cutoffs")
for x in (x11, x15):
    sums = partial_sums(hankel(k * x * R, NMAX), jR, half)
    e = rel_errors(sums, direct_wave(x * R, half))
    assert e[NMAX] < 1e-14
    print(f"r/R = {float(x):.1f}:", *[f"{float(e[n]):.2e}" for n in cutoffs])

# ---------- general angular momentum, double precision ----------
kf, Rf = float(k), float(R)
L_SOURCE, M_SOURCE, LMAX = 2, 1, 34
R_vec = Rf * np.array([2.0, 1.0, 2.0]) / 3
r_dir = np.array([-1.0, 2.0, 2.0]) / 3
nodes, weights = np.polynomial.legendre.leggauss(48)


def ylm(l, m, cos_t, phi):
    a = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * np.exp(gammaln(l - a + 1) - gammaln(l + a + 1)))
    y = norm * lpmv(a, l, cos_t) * np.exp(1j * a * phi)
    return (-1) ** a * np.conj(y) if m < 0 else y


def radial(kind, l, x):
    j = spherical_jn(l, x)
    return j if kind == "j" else j + 1j * spherical_yn(l, x)


def wave(kind, l, m, v):
    d = np.sqrt(np.sum(v * v, axis=-1))
    return radial(kind, l, kf * d) * ylm(l, m, v[..., 2] / d,
                                         np.arctan2(v[..., 1], v[..., 0]))


def coefficient(l1, m1, kind):
    """Weight of Y_(l1,m1) in the shifted source wave; kind = function of R."""
    m2 = M_SOURCE - m1
    pair = (ylm(L_SOURCE, M_SOURCE, nodes, 0.0) * ylm(l1, m1, nodes, 0.0)).real
    total = 0j
    for l2 in range(abs(l1 - L_SOURCE), l1 + L_SOURCE + 1, 2):
        if l2 >= abs(m2):
            gaunt = 2 * np.pi * np.sum(weights * pair * ylm(l2, m2, nodes, 0.0).real)
            total += 1j ** (l1 + l2 - L_SOURCE) * gaunt * wave(kind, l2, m2, -R_vec)
    return 4 * np.pi * total


# single coefficients against angular projection of the wave itself
ct, wt = np.polynomial.legendre.leggauss(60)
ph = 2 * np.pi * np.arange(120) / 120
CT, PH = np.meshgrid(ct, ph, indexing="ij")
ST = np.sqrt(1 - CT**2)
sphere = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], axis=-1)
W = wt[:, None] * (2 * np.pi / 120)
for r, inner, outer in ((2.5, "j", "h"), (10.0, "h", "j")):
    field = wave("h", L_SOURCE, M_SOURCE, r * sphere - R_vec)
    worst = 0.0
    for l1, m1 in ((0, 0), (1, 1), (3, -2), (4, 3)):
        projected = np.sum(W * np.conj(ylm(l1, m1, CT, PH)) * field)
        formula = radial(inner, l1, kf * r) * coefficient(l1, m1, outer)
        worst = max(worst, abs(projected - formula))
    assert worst < 1e-9
    print(f"d wave, r = {r:.1f} bohr: largest projection mismatch = {worst:.1e}")

tables = {kind: [np.array([coefficient(l1, m1, kind) for m1 in range(-l1, l1 + 1)])
                 for l1 in range(LMAX + 1)] for kind in "hj"}


def series(r, inner, outer):
    phi = np.arctan2(r_dir[1], r_dir[0])
    total = 0j
    for l1 in range(LMAX + 1):
        angular = np.array([ylm(l1, m1, r_dir[2], phi) for m1 in range(-l1, l1 + 1)])
        total += radial(inner, l1, kf * r) * np.sum(tables[outer][l1] * angular)
    return total


def series_error(r, inner, outer):
    exact = wave("h", L_SOURCE, M_SOURCE, r * r_dir - R_vec)
    return abs(series(r, inner, outer) / exact - 1)


err_in = series_error(2.5, "j", "h")
err_wrong = series_error(10.0, "j", "h")
err_out = series_error(10.0, "h", "j")
assert err_in < 1e-6 and err_out < 1e-6 and err_wrong > 1e6
print(f"d wave (l,m) = ({L_SOURCE},{M_SOURCE}), cutoff {LMAX}, relative errors:")
print(f"  r =  2.5 bohr, series in j_l(kr): {err_in:.1e}")
print(f"  r = 10.0 bohr, series in j_l(kr): {err_wrong:.1e}")
print(f"  r = 10.0 bohr, series in h_l(kr): {err_out:.1e}")

# root-mean-square size of successive shells grows or shrinks like r/R
for r in (2.5, 10.0):
    size = [abs(radial("j", l1, kf * r)) * np.linalg.norm(tables["h"][l1])
            for l1 in (LMAX - 1, LMAX)]
    step = size[1] / size[0]
    assert abs(step / (r / Rf) - 1) < 0.1
    print(f"  r = {r:4.1f} bohr: last shell / previous shell = {step:.3f}, "
          f"r/R = {r/Rf:.1f}")

print("tests ok")
```

It prints:

```
wave number k = 1.0 1/bohr, energy = 0.50 hartree
site distance R = 5.0 bohr, kR = 5.0, gamma = 60.0 deg
relative error of the s-wave series, cutoffs N = 5 10 20 40 80
r/R = 0.5: 1.61e-02 1.34e-04 1.09e-07 4.76e-14 4.03e-26
r/R = 0.9: 3.16e-01 9.04e-02 1.74e-02 1.72e-03 1.47e-05
r/R = 1.0: 4.82e-01 2.72e-01 1.39e-01 1.30e-01 6.79e-02
r/R = 1.1: 6.65e-01 7.16e-01 8.92e-01 6.39e+00 1.38e+02
r/R = 1.5: 8.79e-01 1.25e+01 2.99e+02 1.86e+06 7.03e+12
direct wave h_0 at r/R = 0.5: -0.214272 +0.086145 i
direct wave h_0 at r/R = 0.9: -0.209313 -0.012008 i
direct wave h_0 at r/R = 1.0: -0.191785 -0.056732 i
direct wave h_0 at r/R = 1.1: -0.161294 -0.100101 i
direct wave h_0 at r/R = 1.5: +0.049161 -0.142970 i
r/R = 0.5: error factor per order = 0.4982
r/R = 0.9: error factor per order = 0.8970
r/R = 1.1: error factor per order = 1.0965
r/R = 1.5: error factor per order = 1.4956
r/R = 0.5: cutoff N for relative error 1e-6 = 17
r/R = 0.9: cutoff N for relative error 1e-6 = 105
r/R = 1.1: smallest error ever reached = 1.40e-01 at N = 6
r/R = 1.5: smallest error ever reached = 8.79e-01 at N = 5
r/R = 0.5, l = 400: term / leading form = 1.01182, predicted 1.01172
r/R = 1.5, l = 400: term / leading form = 0.98081, predicted 0.98047
r = R, 60 deg: error ratio, N near 96 over N near 384 = 1.985
r = R, 180 deg: size of term l = 400: 0.20002, 1/(kR) = 0.20000
r/R = 1.1, 0 deg: relative error at N = 80: 2.22e+03
r/R = 1.1, 90 deg: relative error at N = 80: 1.45e+02
r/R = 1.1, 180 deg: relative error at N = 80: 2.22e+03
r/R = 1.1, N = 80: relative change of sum, 30 against 80 digits = 5.8e-31
exchanged series h_l(kr) j_l(kR), relative error, same cutoffs
r/R = 1.1: 4.03e-01 1.05e-01 2.16e-02 2.62e-03 3.30e-05
r/R = 1.5: 2.84e-01 5.77e-03 5.18e-05 8.06e-09 5.16e-16
d wave, r = 2.5 bohr: largest projection mismatch = 1.9e-16
d wave, r = 10.0 bohr: largest projection mismatch = 2.8e-16
d wave (l,m) = (2,1), cutoff 34, relative errors:
  r =  2.5 bohr, series in j_l(kr): 3.8e-10
  r = 10.0 bohr, series in j_l(kr): 2.3e+11
  r = 10.0 bohr, series in h_l(kr): 5.3e-10
  r =  2.5 bohr: last shell / previous shell = 0.520, r/R = 0.5
  r = 10.0 bohr: last shell / previous shell = 2.121, r/R = 2.0
tests ok
```
